# Choosing the AVAS Threshold: Projector Weights, Invariance and Stability: a program that tests the result

```python
"""AVAS active spaces for N2: separate diagonalisation of a target-AO projector.

Result under test: P = sum |p> (sigma^-1)_pq <q| is diagonalised separately in
the occupied and virtual RHF spaces; orbitals with weight > t become active.
The RHF determinant is unchanged; weights pair as s and 1-s when the targets lie
in the orbital basis; the active space is a step function of the threshold t.
Symbols: T = sigma^(-1/2) <p|phi> (targets x orbitals), D = 1 - T T^T (defect),
R = bond length in angstrom. Energies are printed in eV.
"""
import numpy as np
from pyscf import gto, scf, mcscf, dft, ao2mo
from scipy.constants import physical_constants

EV = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(7)


def molecule(R, basis):
    return gto.M(atom=[["N", (0, 0, -R / 2)], ["N", (0, 0, R / 2)]],
                 basis=basis, unit="Angstrom", verbose=0)


def run_scf(R):
    mf = scf.RHF(molecule(R, "cc-pvdz"))
    mf.conv_tol = 1e-12
    mf.kernel()
    assert mf.converged
    return mf


def target_data(mf, R, contained=False):
    """Return target overlap and target/AO cross overlap for the 2p functions."""
    ref = mf.mol if contained else molecule(R, "minao")
    idx = ref.search_ao_label("N 2p")
    assert len(idx) == 6
    sigma = ref.intor("int1e_ovlp")[np.ix_(idx, idx)]
    cross = gto.intor_cross("int1e_ovlp", ref, mf.mol)[idx]
    return sigma, cross, ref, idx


def inverse_root(sigma):
    e, V = np.linalg.eigh(sigma)
    return (V / np.sqrt(e)) @ V.T


def avas(mf, T):
    """Occupied weights ascending, virtual weights descending, one orbital list."""
    n = mf.mol.nelectron // 2
    wo, Uo = np.linalg.eigh(T[:, :n].T @ T[:, :n])
    wv, Uv = np.linalg.eigh(T[:, n:].T @ T[:, n:])
    wv, Uv = wv[::-1], Uv[:, ::-1]
    U = np.zeros((T.shape[1], T.shape[1]))
    U[:n, :n], U[n:, n:] = Uo, Uv
    return wo, wv, U


def counts(wo, wv, t):
    return int((wo > t).sum()), int((wv > t).sum())


def casci(mf, orbitals, no, nv):
    mc = mcscf.CASCI(mf, no + nv, 2 * no)
    mc.verbose = 0
    mc.canonicalization = False
    mc.fcisolver.conv_tol = 1e-11
    mc.fcisolver.max_cycle = 200
    return mc.kernel(orbitals)[0], mc


def symmetry_label(mol, orbital):
    p = rng.normal(size=(30, 3))
    turned = np.column_stack([-p[:, 1], p[:, 0], p[:, 2]])
    f, finv, frot = [mol.eval_gto("GTOval_sph", x) @ orbital
                     for x in (p, -p, turned)]
    parity = (f @ finv) / (f @ f)
    assert abs(abs(parity) - 1) < 1e-2
    axial = np.linalg.norm(frot - f) / np.linalg.norm(f) < 1e-2
    return ("sigma_" if axial else "pi_") + ("g" if parity > 0 else "u")


# ---------- reference calculation and AVAS orbitals ----------
R0 = 1.10
mf = run_scf(R0)
mol, C = mf.mol, mf.mo_coeff
nocc = mol.nelectron // 2
sigma, cross, ref, idx = target_data(mf, R0)
root = inverse_root(sigma)
T = root @ cross @ C
wo, wv, U = avas(mf, T)
orb = C @ U
nA = len(idx)
print(f"N2 bond length: {R0:.2f} angstrom; basis cc-pVDZ, {C.shape[1]} orbitals")
print(f"occupied orbitals: {nocc}; target 2p functions (MINAO): {nA}")
print(f"RHF energy: {mf.e_tot * EV:.4f} eV")
for k in range(1, 5):
    print(f"occupied weight {k}: {wo[-k]:.5f} {symmetry_label(mol, orb[:, nocc-k])}")
for k in range(6):
    print(f"virtual weight {k+1}: {wv[k]:.5f} {symmetry_label(mol, orb[:, nocc+k])}")
assert symmetry_label(mol, orb[:, nocc - 4]) == "sigma_u"
assert np.all(np.abs(wo[:-4]) < 1e-8) and np.all(np.abs(wv[6:]) < 1e-8)

# ---------- weights from real-space quadrature ----------
grid = dft.gen_grid.Grids(mol)
grid.level = 4
grid.build()
chi = ref.eval_gto("GTOval_sph", grid.coords)[:, idx]
phi = mol.eval_gto("GTOval_sph", grid.coords) @ orb
wchi = chi * grid.weights[:, None]
X = wchi.T @ phi
w_grid = np.sum(X * np.linalg.solve(wchi.T @ chi, X), axis=0)
err_grid = np.max(np.abs(w_grid - np.r_[wo, wv]))
assert err_grid < 1e-4  # limited by the finite integration grid
print(f"largest weight error against quadrature: {err_grid:.1e}")

# ---------- the many-electron determinant is the same function ----------
worst = 0.0
for _ in range(8):
    ao = mol.eval_gto("GTOval_sph", rng.normal(size=(2 * nocc, 3)))
    old, new = [np.linalg.det(ao[:nocc] @ B[:, :nocc])
                * np.linalg.det(ao[nocc:] @ B[:, :nocc]) for B in (C, orb)]
    worst = max(worst, abs(new / old - 1))
assert worst < 1e-7
print(f"largest relative change of determinant value: {worst:.1e}")
fock_ov = orb[:, :nocc].T @ mf.get_fock() @ orb[:, nocc:]
assert np.max(np.abs(fock_ov)) < 1e-5

# joint diagonalisation over all orbitals mixes occupied and virtual spaces
joint = np.linalg.eigh(T.T @ T)[1][:, -nA:]
joint_occ = 2 * np.sum(joint[:nocc] ** 2, axis=0)
fractional = joint_occ[np.argmin(np.abs(joint_occ - 1))]
assert 0.05 < fractional < 1.95
print(f"most fractional occupation, joint diagonalisation: {fractional:.4f}")

# occupation of target hybrids from the AO density matrix
s_target, W = np.linalg.eigh(T[:, :nocc] @ T[:, :nocc].T)
H = W.T @ root @ cross
hybrid_occ = np.diag(H @ mf.make_rdm1() @ H.T)
assert np.allclose(hybrid_occ, 2 * s_target, atol=1e-9)

# ---------- pairing, active-space size and discarded weight ----------
defect = np.linalg.eigvalsh(np.eye(nA) - T @ T.T)
d = defect[-1]
pair_sum = s_target + wv[:nA]
assert defect[0] > -1e-10
assert np.all(pair_sum <= 1 + 1e-9) and np.all(pair_sum >= 1 - d - 1e-9)
print(f"defect norm d of MINAO targets: {d:.6f}")
print(f"pair sums: smallest {pair_sum.min():.6f}, largest {pair_sum.max():.6f}")

sigma_c, cross_c, _, _ = target_data(mf, R0, contained=True)
Tc = inverse_root(sigma_c) @ cross_c @ C
co, cv, Uc = avas(mf, Tc)
sc = np.linalg.eigvalsh(Tc[:, :nocc] @ Tc[:, :nocc].T)
pair_error = np.max(np.abs(sc + cv[:nA] - 1))
assert pair_error < 1e-9
print(f"pairing error, targets inside basis: {pair_error:.1e}")
for t in np.linspace(0.0131, 0.9871, 80):
    no, nv = counts(co, cv, t)
    if t < 0.5:
        size = nA + np.sum((sc > t) & (sc < 1 - t))
    else:
        size = nA - np.sum((sc >= 1 - t) & (sc <= t))
    assert no + nv == size
    for amp, rot, a, b, limit in ((Tc, Uc, co, cv, t if t < 0.5 else 2 * t),
                                  (T, U, wo, wv, 2 * t)):
        ko, kv = counts(a, b, t)
        rejected = np.r_[0:nocc - ko, nocc + kv:C.shape[1]]
        top = np.linalg.norm((amp @ rot)[:, rejected], 2) ** 2
        assert top <= limit + 1e-9

# ---------- sensitivity to the choice of target functions ----------
A = T[:, :nocc].T @ T[:, :nocc]
Ac = Tc[:, :nocc].T @ Tc[:, :nocc]
change = np.linalg.norm(Ac - A, 2)
shift = np.max(np.abs(co - wo))
kept = 3
gap = wo[-kept] - co[-kept - 1]
sine = np.linalg.norm(Uc[:nocc, :nocc - kept].T @ U[:nocc, nocc - kept:nocc], 2)
assert gap > 0
assert shift <= change + 1e-10 and sine <= change / gap + 1e-10
print(f"occupied sigma_u weight with cc-pVDZ 2p targets: {co[-4]:.5f}")
print(f"norm of occupied-matrix change E: {change:.6f}")
print(f"largest occupied weight shift: {shift:.6f}")
print(f"gap delta for three kept occupied orbitals: {gap:.5f}")
print(f"subspace sine: {sine:.6f}; bound: {change / gap:.6f}")

# ---------- threshold table and CASCI energies ----------
energies, previous, det_error = {}, mf.e_tot, 0.0
for t in (0.5, 0.2, 0.1, 0.05, 0.02, 0.01, 0.005):
    no, nv = counts(wo, wv, t)
    if (no, nv) not in energies:
        e, mc = casci(mf, orb, no, nv)
        h, ecore = mc.get_h1eff(orb)
        g = ao2mo.restore(1, mc.get_h2eff(orb), no + nv)[:no, :no, :no, :no]
        e_det = (ecore + 2 * np.trace(h[:no, :no])
                 + 2 * np.einsum("iijj", g) - np.einsum("ijji", g))
        det_error = max(det_error, abs(e_det - mf.e_tot))
        energies[no, nv] = e
    e = energies[no, nv]
    assert e <= previous + 1e-8
    previous = e
    print(f"t={t:.3f}: {2*no} electrons, {no+nv} orbitals, "
          f"E(CASCI)-E(RHF)={(e-mf.e_tot)*EV:.4f} eV")
assert len(energies) >= 2 and det_error < 1e-8
print(f"largest determinant-energy error in CAS: {det_error * EV:.1e} eV")

no, nv = counts(wo, wv, 0.5)
mixed = orb.copy()
for first, last in ((nocc - no, nocc), (nocc, nocc + nv)):
    Q = np.linalg.qr(rng.normal(size=(last - first, last - first)))[0]
    mixed[:, first:last] = orb[:, first:last] @ Q
assert abs(casci(mf, mixed, no, nv)[0] - energies[no, nv]) < 1e-7

# ---------- a fixed threshold crossed along the bond length ----------
def scan_point(R):
    m = run_scf(R)
    sig, cro, _, _ = target_data(m, R)
    a, b, rot = avas(m, inverse_root(sig) @ cro @ m.mo_coeff)
    orbitals = m.mo_coeff @ rot
    assert symmetry_label(m.mol, orbitals[:, nocc - 4]) == "sigma_u"
    return m, a, b, orbitals


Rc, step = 1.30, 0.01
mid, left, right = [scan_point(R) for R in (Rc, Rc - step, Rc + step)]
t_cross = mid[1][-4]
slope = (right[1][-4] - left[1][-4]) / (2 * step)
sizes = [counts(p[1], p[2], t_cross) for p in (left, right)]
assert sizes[0] != sizes[1]
print(f"sigma_u weight at {Rc:.2f} angstrom, used as t: {t_cross:.5f}")
for R, (no, nv) in zip((Rc - step, Rc + step), sizes):
    print(f"at {R:.2f} angstrom: {2*no} electrons, {no+nv} orbitals")
e_left, e_right = [casci(mid[0], mid[3], *size)[0] for size in sizes]
jump = (e_right - e_left) * EV
assert abs(jump) > 1e-3
print(f"CASCI energy jump at crossing, long side minus short: {jump:.4f} eV")
dt = 0.002
R_new = Rc + dt / slope
s_new = scan_point(R_new)[1][-4]
assert abs(s_new - t_cross - dt) < 0.1 * dt  # second-order term of linear estimate
print(f"slope ds/dR: {slope:.5f} per angstrom")
print(f"threshold increase: {dt:.3f}; predicted crossing: {R_new:.5f} angstrom")
print(f"weight at predicted crossing: {s_new:.5f}; wanted: {t_cross + dt:.5f}")
print("success")
```

Output:

```
N2 bond length: 1.10 angstrom; basis cc-pVDZ, 28 orbitals
occupied orbitals: 7; target 2p functions (MINAO): 6
RHF energy: -2964.7838 eV
occupied weight 1: 0.99171 pi_u
occupied weight 2: 0.99171 pi_u
occupied weight 3: 0.95961 sigma_g
occupied weight 4: 0.77766 sigma_u
virtual weight 1: 0.99952 pi_g
virtual weight 2: 0.99952 pi_g
virtual weight 3: 0.22172 sigma_u
virtual weight 4: 0.04002 sigma_g
virtual weight 5: 0.00765 pi_u
virtual weight 6: 0.00765 pi_u
largest weight error against quadrature: 2.0e-09
largest relative change of determinant value: 1.5e-12
most fractional occupation, joint diagonalisation: 1.5563
defect norm d of MINAO targets: 0.000637
pair sums: smallest 0.999363, largest 0.999626
pairing error, targets inside basis: 2.2e-15
occupied sigma_u weight with cc-pVDZ 2p targets: 0.43000
norm of occupied-matrix change E: 0.348718
largest occupied weight shift: 0.347665
gap delta for three kept occupied orbitals: 0.52961
subspace sine: 0.148358; bound: 0.658443
t=0.500: 8 electrons, 6 orbitals, E(CASCI)-E(RHF)=-2.5536 eV
t=0.200: 8 electrons, 7 orbitals, E(CASCI)-E(RHF)=-3.5206 eV
t=0.100: 8 electrons, 7 orbitals, E(CASCI)-E(RHF)=-3.5206 eV
t=0.050: 8 electrons, 7 orbitals, E(CASCI)-E(RHF)=-3.5206 eV
t=0.020: 8 electrons, 8 orbitals, E(CASCI)-E(RHF)=-3.7221 eV
t=0.010: 8 electrons, 8 orbitals, E(CASCI)-E(RHF)=-3.7221 eV
t=0.005: 8 electrons, 10 orbitals, E(CASCI)-E(RHF)=-4.3505 eV
largest determinant-energy error in CAS: 3.9e-13 eV
sigma_u weight at 1.30 angstrom, used as t: 0.58305
at 1.29 angstrom: 8 electrons, 6 orbitals
at 1.31 angstrom: 6 electrons, 5 orbitals
CASCI energy jump at crossing, long side minus short: 0.1633 eV
slope ds/dR: -1.02823 per angstrom
threshold increase: 0.002; predicted crossing: 1.29805 angstrom
weight at predicted crossing: 0.58505; wanted: 0.58505
success
```
